\section*{Soft-Photon Logarithm in the QED Charge Asymmetry of Muon Pairs}

Let an electron of momentum $p_1$ and a positron of momentum $p_2$ annihilate into a muon pair,
\[
e^-(p_1)+e^+(p_2)\to\mu^-(q_1)+\mu^+(q_2),
\]
in the centre-of-mass frame. Each beam has energy $E$, and $\theta$ is the angle between the $\mu^-$ and the incoming $e^-$. Atomic units are used, so the speed of light is $c=1/\alpha$. The electron and muon masses are $m$ and $M$, four-momenta are $p=(E/c,\mathbf p)$ with metric $(+,-,-,-)$, and $\beta$ is the muon speed divided by $c$. A vertex carries $ig\gamma^\mu$ with $g^2=4\pi\alpha$, and $s=(p_1+p_2)^2=4E^2/c^2$. The beams are unpolarized and $Z$ exchange is left out. Events may contain a photon of energy up to $\Delta E\ll E$, and this cut treats both muon charges alike. The charge asymmetry is
\[
A(\theta)=\frac{d\sigma(\theta)-d\sigma(\pi-\theta)}{d\sigma(\theta)+d\sigma(\pi-\theta)} .
\]

At lowest order one photon is exchanged. With the electron mass neglected, the two spin traces are
\begin{align*}
\mathrm{Tr}[\gamma\!\cdot\! p_2\gamma^\mu\,\gamma\!\cdot\! p_1\gamma^\nu]&=4\,[p_1^\mu p_2^\nu+p_1^\nu p_2^\mu-g^{\mu\nu}p_1\!\cdot\! p_2],\\
\mathrm{Tr}[(\gamma\!\cdot\! q_1+Mc)\gamma_\mu(\gamma\!\cdot\! q_2-Mc)\gamma_\nu]&=4\,[q_{1\mu}q_{2\nu}+q_{1\nu}q_{2\mu}-g_{\mu\nu}(q_1\!\cdot\! q_2+M^2c^2)].
\end{align*}
In their contraction the terms in $(p_1\!\cdot\! p_2)(q_1\!\cdot\! q_2)$ cancel. The average over initial spins gives a factor $1/4$, so
\[
\overline{|\mathcal M_0|^2}=\frac{8g^4}{s^2}\left[(p_1\!\cdot\! q_1)(p_2\!\cdot\! q_2)+(p_1\!\cdot\! q_2)(p_2\!\cdot\! q_1)+M^2c^2\,p_1\!\cdot\! p_2\right].
\]
Here $p_1\!\cdot\! q_1=p_2\!\cdot\! q_2=(E^2/c^2)(1-\beta\cos\theta)$, $p_1\!\cdot\! q_2=p_2\!\cdot\! q_1=(E^2/c^2)(1+\beta\cos\theta)$ and $p_1\!\cdot\! p_2=2E^2/c^2$. Multiplying by the two-body factor $\beta/(64\pi^2s)$ and using $g^4=16\pi^2/c^2$, one finds
\begin{equation}
\frac{d\sigma_0}{d\Omega}=\frac{\beta}{16E^2}\left[1+\frac{M^2c^4}{E^2}+\beta^2\cos^2\theta\right].
\label{born}
\end{equation}
This is even in $\cos\theta$, so $A=0$ at order $\alpha^2$.

At order $\alpha^3$ the cross section contains the interference of one-loop amplitudes with the Born amplitude, and the squared amplitude for one real photon. Charge conjugation sorts these terms. Exchanging $q_1$ and $q_2$ at fixed beam momenta turns $\theta$ into $\pi-\theta$ for a two-body final state. With a photon present it compares a $\mu^-$ at $\theta$ with a $\mu^+$ at $\theta$. Charge conjugation of the whole reaction, followed by relabelling the beams, makes the latter equal to a $\mu^-$ at $\pi-\theta$, provided the photon cut is charge symmetric.

There is a matrix $C$ with $C(\gamma^\mu)^TC^{-1}=-\gamma^\mu$. A trace equals the trace of its transpose, so a muon trace may be read backwards with every $\gamma^\mu$ replaced by $-\gamma^\mu$. This does three things. The spin factors become $\gamma\!\cdot\! q_1+Mc\to-(\gamma\!\cdot\! q_1-Mc)$ and $\gamma\!\cdot\! q_2-Mc\to-(\gamma\!\cdot\! q_2+Mc)$; their signs cancel and particle and antiparticle change roles. Each propagator
\[
S(p)=\frac{\gamma\!\cdot\! p+Mc}{p^2-M^2c^2}
\]
becomes $S(-p)$. Each vector vertex gives $-1$. For one ordering of the two photons in a box, with loop momentum $k$,
\begin{align*}
&\mathrm{Tr}[(\gamma\!\cdot\! q_1+Mc)\gamma^\alpha S(q_1-k)\gamma^\beta(\gamma\!\cdot\! q_2-Mc)\gamma^\nu]\\
&\qquad=-\mathrm{Tr}[(\gamma\!\cdot\! q_2+Mc)\gamma^\beta S(k-q_1)\gamma^\alpha(\gamma\!\cdot\! q_1-Mc)\gamma^\nu].
\end{align*}
The right side is minus the other ordering with $q_1$ and $q_2$ exchanged. The sum of both orderings is therefore odd at each loop momentum, before any integration.

In general the parity is $(-1)^N$, where $N$ counts the vector vertices in the muon trace, once all photon orderings are summed. Vacuum polarization and corrections to the electron line leave $N=2$. Muon vertex and self-energy corrections have $N=4$; their loop momentum changes sign under the exchange, which the integration permits. Squared initial-state radiation has $N=2$ and squared final-state radiation $N=4$. All these are even. Two terms have $N=3$: the Born-box interference, and the interference between a photon emitted by the electron line and one emitted by the muon line. They are the sources of $A$ at order $\alpha^3$. Explicit Dirac traces confirm the parities of the box, the muon vertex correction and the three radiative terms.

The logarithm of $\Delta E$ comes from soft photons. For emission from the outgoing $\mu^-$, the Dirac equation gives
\[
\bar u(q_1)\gamma^\mu\frac{\gamma\!\cdot\!(q_1+k)+Mc}{2q_1\!\cdot\! k}
\longrightarrow\frac{q_1^\mu}{q_1\!\cdot\! k}\,\bar u(q_1)\qquad(k\to0),
\]
because $\gamma^\mu(\gamma\!\cdot\! q_1+Mc)=2q_1^\mu-(\gamma\!\cdot\! q_1-Mc)\gamma^\mu$ and $\bar u(q_1)$ annihilates the last term. An antiparticle reverses the sign through its numerator, and an incoming line reverses it through its denominator. The Born amplitude is thus multiplied, up to a phase, by $g$ times the photon polarization contracted with
\[
j^\mu=\frac{q_1^\mu}{q_1\!\cdot\! k}-\frac{q_2^\mu}{q_2\!\cdot\! k}-\frac{p_1^\mu}{p_1\!\cdot\! k}+\frac{p_2^\mu}{p_2\!\cdot\! k}.
\]
The polarization sum gives $-j^2$, and the photon phase space is $d^3k/[(2\pi)^32|\mathbf k|]$. The emission probability is therefore
\[
-\frac{\alpha}{4\pi^2}\int\frac{d^3k}{|\mathbf k|}\,j^2 .
\]
The terms of $-j^2$ that mix initial and final lines are
\[
2\left[\frac{p_1\!\cdot\! q_1}{(p_1\!\cdot\! k)(q_1\!\cdot\! k)}+\frac{p_2\!\cdot\! q_2}{(p_2\!\cdot\! k)(q_2\!\cdot\! k)}
-\frac{p_1\!\cdot\! q_2}{(p_1\!\cdot\! k)(q_2\!\cdot\! k)}-\frac{p_2\!\cdot\! q_1}{(p_2\!\cdot\! k)(q_1\!\cdot\! k)}\right].
\]

Let $n=(1,\mathbf n)$, with $\mathbf n$ the photon direction, and define
\[
G(p,q)=\int\frac{d\Omega_{\mathbf n}}{4\pi}\frac{p\!\cdot\! q}{(p\!\cdot\! n)(q\!\cdot\! n)} .
\]
The first two mixed terms both average to $G_t=G(p_1,q_1)$, the last two to $G_u=G(p_1,q_2)$. The integral diverges at small $|\mathbf k|$, so the photon is given a small rest energy $\lambda$. Well above $\lambda$ the integrand is $d|\mathbf k|/|\mathbf k|$. The region near $\lambda$, after rescaling $k$ by $\lambda$, contributes a number independent of $\lambda$ and $\Delta E$. Hence
\begin{equation}
\left.\frac{d\sigma}{d\sigma_0}\right|_{\rm real,\,odd}
=\frac{\alpha}{4\pi^2}\,4\pi\,4(G_t-G_u)\ln\frac{\Delta E}{\lambda}+\cdots
=\frac{4\alpha}{\pi}(G_t-G_u)\ln\frac{\Delta E}{\lambda}+\cdots ,
\label{real}
\end{equation}
where the dots are constants in $\lambda$ and $\Delta E$.

To evaluate $G$ for one electron and one muon momentum, combine the denominators as $1/(ab)=\int_0^1dx\,[xa+(1-x)b]^{-2}$. With $P_x=xp+(1-x)q$, the angular average of $(P_x\!\cdot\! n)^{-2}$ is
\[
\frac12\int_{-1}^{1}\frac{dz}{(P_x^0-|\mathbf P_x|z)^2}=\frac1{P_x^2},
\qquad\text{so}\qquad G(p,q)=\int_0^1dx\,\frac{p\!\cdot\! q}{P_x^2}.
\]
Put $\cosh\chi=p\!\cdot\! q/(mMc^2)$ and substitute $x/(1-x)=(M/m)r$. Then
\begin{equation}
G=\cosh\chi\int_0^\infty\frac{dr}{(r+e^{\chi})(r+e^{-\chi})}
=\cosh\chi\,\frac{2\chi}{e^\chi-e^{-\chi}}=\chi\coth\chi .
\label{G}
\end{equation}

The boxes supply the matching virtual logarithm. Let the photon attached next to the incoming electron carry momentum $k$; the other carries $p_1+p_2-k$. When $k$ is soft, the other photon has the Born propagator. The step used for real emission gives $2p_1^\mu/(k^2-2p_1\!\cdot\! k)$ on the electron line. On the muon line the two orderings give
\[
\frac{2q_1^\mu}{k^2-2q_1\!\cdot\! k}-\frac{2q_2^\mu}{k^2-2q_2\!\cdot\! k}.
\]
Compared with the Born amplitude there are two more vertices, $(ig)^2=-g^2$, two fermion propagators, $i^2=-1$, and one photon propagator, $-i$. Their product is $-ig^2$. The pair $(p_1,q_1)$ then multiplies $\mathcal M_0$ by
\[
-ig^2\int\frac{d^4k}{(2\pi)^4}\frac{4p_1\!\cdot\! q_1}{(k^2-\lambda^2/c^2)(k^2-2p_1\!\cdot\! k)(k^2-2q_1\!\cdot\! k)},
\]
and $(p_1,q_2)$ enters with the opposite sign.

Feynman parameters $x$ and $y$ combine the denominators into $2\int dx\,dy\,(l^2-D)^{-3}$ over $x,y\ge0$, $x+y\le1$, with $l=k-xp_1-yq_1$ and
\[
D=(xp_1+yq_1)^2+(1-x-y)\lambda^2/c^2 .
\]
Since $\int d^4l\,(2\pi)^{-4}(l^2-D)^{-3}=-i/(32\pi^2D)$, the factor is
\[
-ig^2\,(4p_1\!\cdot\! q_1)\,2\left(\frac{-i}{32\pi^2}\right)\int\frac{dx\,dy}{D}
=-\frac{\alpha}{\pi}\,p_1\!\cdot\! q_1\int\frac{dx\,dy}{D}.
\]
It is real, because $D>0$. Set $x=\rho\xi$ and $y=\rho(1-\xi)$, so that $dx\,dy=\rho\,d\rho\,d\xi$. For small $\lambda$,
\[
\int_0^1\frac{\rho\,d\rho}{\rho^2P_\xi^2+(1-\rho)\lambda^2/c^2}
\simeq\frac{1}{2P_\xi^2}\ln\frac{P_\xi^2c^2}{\lambda^2}
=\frac1{P_\xi^2}\left[\ln\frac E\lambda+\frac12\ln\frac{P_\xi^2c^2}{E^2}\right].
\]
By the parameter form of $G$, the first term integrates to $G_t\ln(E/\lambda)$; the second is independent of $\lambda$. Interference with the Born term doubles the amplitude factor. The region where the other photon is soft involves $(p_2,q_2)$ and $(p_2,q_1)$ and contributes equally, so
\begin{equation}
\left.\frac{d\sigma}{d\sigma_0}\right|_{\rm box,\,odd}
=-\frac{4\alpha}{\pi}(G_t-G_u)\ln\frac E\lambda+\cdots .
\label{box}
\end{equation}
After both soft terms are subtracted, the box integrand has one more power of $k$ near each soft point. The soft integrand diverges only logarithmically, so the rest stays finite as $\lambda\to0$. It changes the dots in (\ref{box}), and it cannot depend on $\Delta E$.

Adding (\ref{real}) and (\ref{box}) removes $\lambda$. The even part of $d\sigma$ is $d\sigma_0$ at leading order, hence
\begin{equation}
A(\theta)=-\frac{4\alpha}{\pi}(G_t-G_u)\ln\frac{E}{\Delta E}+R(\theta)+O\!\left(\alpha\frac{\Delta E}{E}\right).
\label{massive}
\end{equation}
The remainder $R$ does not depend on $\Delta E$ and is not computed here. Replacing $E$ inside the logarithm by $E/2$, say, merely changes $R$. What (\ref{massive}) predicts without $R$ is how $A$ changes with the photon cut.

For $\chi\gg1$ one has $\chi\coth\chi\simeq\ln(2p\!\cdot\! q/mMc^2)$. The masses then cancel in the difference:
\[
G_t-G_u\simeq\ln\frac{1-\beta\cos\theta}{1+\beta\cos\theta}.
\]
If also $E\gg Mc^2$ and both $\theta$ and $\pi-\theta$ are much larger than $Mc^2/E$, then $\beta$ may be set to one. From $(1-\cos\theta)/(1+\cos\theta)=\tan^2(\theta/2)$ follows
\begin{equation}
A(\theta)=-\frac{8\alpha}{\pi}\ln\tan\frac\theta2\,\ln\frac E{\Delta E}+R(\theta)+O\!\left(\alpha\frac{\Delta E}{E}\right).
\label{result}
\end{equation}
For $\theta<\pi/2$ the logarithmic term is positive. If the $\mu^-$ leaves close to the direction of the $e^-$, the terms $q_1/(q_1\!\cdot\! k)$ and $-p_1/(p_1\!\cdot\! k)$ in $j$ largely cancel over most photon directions: the flow of charge is little deflected and radiates less. A tight photon cut therefore rejects fewer forward than backward events.

The divergence of (\ref{result}) at $\theta\to0$ is not physical. There $1-\beta\simeq M^2c^4/(2E^2)$ takes over, and $G_t-G_u$ saturates at $2\ln[Mc^2/(2E)]$. For slow muons, $\beta\ll1$, the difference becomes $-2\beta\cos\theta$, and the logarithmic term is $(8\alpha/\pi)\beta\cos\theta\ln(E/\Delta E)$. It vanishes with the muon speed, since a muon pair at rest has no direction. In that regime $\Delta E$ must also be small compared with the muon kinetic energy, since otherwise the energy carried off by the photon changes the muon speed appreciably. The expansion in $\alpha$ further needs $\beta\gg\alpha$, because the Coulomb attraction of a slow pair gives corrections of relative order $\alpha/\beta$.

For whole hemispheres, set $z=\cos\theta$, so that $-\ln\tan(\theta/2)=\operatorname{artanh}z$, and weight with the high-energy Born form $1+z^2$. Integration by parts, with integration constants chosen so that the boundary terms vanish, gives
\begin{align*}
\int_0^1\operatorname{artanh}z\,dz&=\int_0^1\frac{dz}{1+z}=\ln2,\\
\int_0^1z^2\operatorname{artanh}z\,dz&=\frac13\int_0^1\frac{1+z+z^2}{1+z}\,dz
=\frac13\left(\frac12+\ln2\right).
\end{align*}
Their sum is $\frac43\ln2+\frac16$. Division by $\int_0^1(1+z^2)dz=\frac43$ yields
\begin{equation}
A_{FB}=\frac{8\alpha}{\pi}\left(\ln2+\frac18\right)\ln\frac E{\Delta E}+\text{constant}+O\!\left(\alpha\frac{\Delta E}{E}\right).
\label{fb}
\end{equation}

The cancellation of $\lambda$ can be followed in numbers at $\theta=50^\circ$, with test masses $mc^2=0.4E$ and $Mc^2=0.6E$, where no high-energy approximation applies. Equation (\ref{G}) gives $G_t-G_u=1.60141-2.53363=-0.93222$. The full radiation traces, averaged over photon directions at small photon energy, give the same value. In units of $4\alpha/\pi$ and for $\Delta E=10^{-2}E$, lowering $\lambda$ from $10^{-6}E$ to $10^{-7}E$ moves the real part from $-8.39331$ to $-10.53981$ and the soft box part from $12.98926$ to $15.13577$. Their sum stays at $4.59595$. Tightening the cut to $10^{-3}E$ raises it to $6.74246$, a slope of $-0.93222$ in $\ln\Delta E$.

As a worked example take $E=5\times10^9$ eV and two photon cuts, $2.5\times10^8$ and $5\times10^7$ eV. The values of $\ln(E/\Delta E)$ are $2.9957$ and $4.6052$, which differ by $\ln5=1.6094$. With $8\alpha/\pi=0.018583$ and $\ln\tan22.5^\circ=-0.88137$, tightening the cut changes the asymmetry at $45^\circ$ by
\[
0.018583\times0.88137\times1.6094=0.0264 .
\]
The change is $0.0394$ at $30^\circ$ and $0.0164$ at $60^\circ$; at $135^\circ$ it is $-0.0264$. At $90^\circ$ the whole order-$\alpha^3$ asymmetry vanishes because it is odd. The logarithmic terms at $45^\circ$ are $0.0491$ and $0.0754$ for the two cuts, but these are not predictions of $A$ itself, since $R$ is missing. The changes quoted here evaluate the logarithmic term alone. The neglected terms are of order $\alpha\Delta E/E$, which is $4\times10^{-4}$ for the looser cut, so the third figure of these changes is not secured.

The muon mass matters little here. Expanding about $\beta=1$ shifts $(G_t-G_u)/2$ by $(M^2c^4/2E^2)\cos\theta/\sin^2\theta$. With $M^2c^4/E^2=4.465\times10^{-4}$ this is $0.0008$ at $30^\circ$, in agreement with the computed values $-1.31618$ with masses and $-1.31696$ without. The hemisphere factor is $0.8167$ with masses and $\ln2+1/8=0.8181$ without. By the logarithmic term of (\ref{fb}), $A_{FB}$ changes by $0.018583\times0.8181\times1.6094=0.0245$, again with the third figure not secured.

Equation (\ref{born}) gives a Born cross section of $7.775\times10^{-19}$ \AA$^2$/sr at $45^\circ$. The difference $d\sigma(45^\circ)-d\sigma(135^\circ)$ per unit solid angle therefore grows by $2\times0.02636\times7.775\times10^{-19}=4.1\times10^{-20}$ \AA$^2$/sr at order $\alpha^3$. Unlike the change of $A$, this absolute number is strongly altered by higher orders, as the next paragraph shows.

The even cross section responds much more strongly to the cut. The squared terms of $-j^2$ average to $-4$ in units of $1/|\mathbf k|^2$, and the products within each pair to $2G(p_1,p_2)+2G(q_1,q_2)$, where $\cosh\chi$ is formed with the two masses of the pair. The coefficient of $\ln\Delta E$ is thus
\[
\frac{2\alpha}{\pi}\left[G(p_1,p_2)+G(q_1,q_2)-2\right]=0.1248 .
\]
Tightening the cut lowers the even part by $0.1248\times1.6094=0.20$ of the Born value. Such a correction calls for resummation of soft photons before absolute cross sections are compared with data. It also multiplies the difference $d\sigma(45^\circ)-d\sigma(135^\circ)$: with the exponentiated factors $e^{-0.37}$ and $e^{-0.57}$ for the two cuts and $R$ set to zero, the growth is about $1.4\times10^{-20}$ \AA$^2$/sr, a third of the fixed-order value, and it then depends on $R$. In $A$ it enters beyond the order kept here, and its effect there is not evaluated. The numerical output lists the values used above.

\section*{Numbers as computed}
\begin{verbatim}
TEST KINEMATICS (energies in units of E)
electron mass, muon mass: 0.4, 0.6; theta = 50 deg
G_t, G_u, G_t - G_u: 1.60141, 2.53363, -0.93222
trace average of interference / 4: -0.93222
odd integrals, to be multiplied by 4 alpha/pi:
 lambda=1e-06 cut=1e-02: real -8.39331, box 12.98926, sum 4.59595
 lambda=1e-07 cut=1e-02: real -10.53981, box 15.13577, sum 4.59595
 lambda=1e-07 cut=1e-03: real -8.39331, box 15.13577, sum 6.74246
slope of the sum in ln(cut): -0.93222
WORKED EXAMPLE
beam energy E: 5.000e+09 eV; total energy: 1.000e+10 eV
muon rest energy: 1.05658e+08 eV; (Mc^2/E)^2: 4.465e-04
photon cuts: loose 2.50e+08 eV, tight 5.00e+07 eV
ln(E/cut): loose 2.9957, tight 4.6052, difference 1.6094
alpha: 0.0072974; 8 alpha/pi: 0.018583
theta(deg), ln tan(theta/2), massive (G_t-G_u)/2,
  log part of A: loose, tight, change
   30  -1.31696  -1.31618   0.07331   0.11270   0.03939
   45  -0.88137  -0.88106   0.04906   0.07542   0.02636
   60  -0.54931  -0.54916   0.03058   0.04701   0.01643
   90  -0.00000   0.00000   0.00000   0.00000   0.00000
  135   0.88137   0.88106  -0.04906  -0.07542  -0.02636
hemisphere factor: massive 0.81669, ln2+1/8 0.81815
change of A_FB, loose to tight: 0.02447
Born dsigma/dOmega at 45 deg: 7.7750e-19 angstrom^2/sr
  the same in atomic units: 2.7765e-18 bohr^2/sr
change of dsigma(45)-dsigma(135), order alpha^3: 4.0989e-20 angstrom^2/sr
even soft coefficient per unit ln(E/cut): 0.1248
even soft logarithm: loose -0.3739, tight -0.5747
\end{verbatim}
